# Large-Separation Resistance of an Infinite Square Resistor Grid

## The form fixed by dimension and symmetry

Equal resistors $R$ join the nearest neighbours of an infinite square lattice. A current $I$ enters at one node and leaves at another, $m$ columns and $n$ rows away. The lattice spacing is the unit of length, and $d=\sqrt{m^2+n^2}$. Since $R$ is the one resistance in the problem, the resistance between the two nodes must be

$$R(m,n)=R\,r(m,n), \tag{1}$$

with $r$ a pure number that depends on the separation alone.

Far from both nodes the potential varies slowly and the grid acts as a continuous sheet. Its conductivity is a second-rank tensor unchanged by a quarter turn and by reflection in an axis, so it is isotropic. If a current $K$ crosses each unit of width, each resistor along the flow carries $K$ and drops $RK$ over one spacing. The sheet resistance is therefore $R$.

At distance $\rho$ from a lone source the current per width is $I/(2\pi\rho)$ and the field is $IR/(2\pi\rho)$. Source and sink contribute equally to the voltage between them. If the continuum is cut off at an unknown length $\ell$ around each node, then for $d\gg\ell$

$$r\simeq 2\cdot\frac{1}{2\pi}\int_\ell^d\frac{d\rho}{\rho}=\frac1\pi\left(\ln d+C_0\right),\qquad C_0=-\ln\ell . \tag{2}$$

This argument gives the logarithm and its coefficient. The constant $C_0$ comes from the region near the nodes, where the sheet picture fails, and needs the lattice itself. The result to be shown is

$$r(m,n)=\frac1\pi\left(\ln d+\gamma+\tfrac32\ln2\right)+O(d^{-2}), \tag{3}$$

where $\gamma=\lim_{N\to\infty}(H_N-\ln N)$ is Euler's constant and $H_N=\sum_{k=1}^N1/k$.

## Kirchhoff's law on the grid

The infinite grid is taken as the limit of periodic $N\times N$ grids. At node $\mathbf a$, with injected current $I_{\mathbf a}$, Kirchhoff's law reads

$$\sum_{\mathbf b\ \text{next to}\ \mathbf a}(V_{\mathbf a}-V_{\mathbf b})=R\,I_{\mathbf a}. \tag{4}$$

On a plane wave $e^{i\mathbf k\cdot\mathbf a}$ with $\mathbf k=(x,y)$, the left side multiplies by $4-2\cos x-2\cos y$. Let $+I$ enter at the origin and $-I$ at $\mathbf r=(m,n)$. The amplitude of the source is then $I(1-e^{-i\mathbf k\cdot\mathbf r})$, which vanishes at $\mathbf k=0$, as current conservation requires. Hence

$$V_{\mathbf a}=\frac{RI}{N^2}\sum_{\mathbf k\ne0}\frac{e^{i\mathbf k\cdot\mathbf a}(1-e^{-i\mathbf k\cdot\mathbf r})}{4-2\cos x-2\cos y}. \tag{5}$$

In $V_0-V_{\mathbf r}$ the numerator becomes $(1-e^{i\mathbf k\cdot\mathbf r})(1-e^{-i\mathbf k\cdot\mathbf r})=2(1-\cos\mathbf k\cdot\mathbf r)$. A factor 2 cancels, and the summand is $(1-\cos\mathbf k\cdot\mathbf r)/(2-\cos x-\cos y)$.

This summand is bounded. Its numerator is at most $k^2d^2/2$, and $1-\cos x\ge2x^2/\pi^2$ for $|x|\le\pi$, so the ratio is at most $\pi^2d^2/4$. It is continuous except at $\mathbf k=0$, so the sum converges to the integral

$$r(m,n)=\int_{-\pi}^{\pi}\!\int_{-\pi}^{\pi}\frac{dx\,dy}{4\pi^2}\,\frac{1-\cos(mx+ny)}{2-\cos x-\cos y}. \tag{6}$$

For neighbours, the integrands of $r(1,0)$ and $r(0,1)$ add to 1. The two are equal by symmetry, so each is $1/2$.

## One integral done in closed form

Define $s(x)\ge0$ by $\cosh s=2-\cos x$. Subtracting 1 from both sides gives $2\sinh^2(s/2)=2\sin^2(x/2)$, so for $0\le x\le\pi$

$$\sinh\frac s2=\sigma,\qquad \sigma=\sin\frac x2,\qquad \sinh s=2\sigma\sqrt{1+\sigma^2}. \tag{7}$$

With $q=e^{-s+iy}$, summing a geometric series gives

$$\sum_{j=-\infty}^{\infty}e^{-|j|s}e^{ijy}=\mathrm{Re}\,\frac{1+q}{1-q}=\frac{1-|q|^2}{|1-q|^2}=\frac{\sinh s}{\cosh s-\cos y}. \tag{8}$$

The last step multiplies top and bottom by $e^s/2$. Reading off the $n$th Fourier coefficient,

$$\frac1{2\pi}\int_{-\pi}^{\pi}\frac{\cos ny}{\cosh s-\cos y}\,dy=\frac{e^{-|n|s}}{\sinh s}. \tag{9}$$

In (6), $\cos(mx+ny)=\cos mx\cos ny-\sin mx\sin ny$, and the second term is odd in $y$ and drops out. The rest is even in $x$. By lattice symmetry take $n\ge m\ge0$, so that $n\ge d/\sqrt2$. Then

$$\pi r(m,n)=\int_0^\pi\frac{1-e^{-ns}\cos mx}{\sinh s}\,dx. \tag{10}$$

Here $s$ is the decay rate, from row to row, of a potential ripple of wavenumber $x$. For long waves $s\approx x$, as for Laplace's equation.

As a check, (10) gives $r(4,2)=0.991924$. Solving (4) on open sheets with 101 and 201 nodes per side, and removing an error proportional to the inverse square of the side, gives the same six digits.

## Separating the logarithm from the constant

Adding and subtracting the long-wave form gives $\pi r=A+B+C$, with

$$A=\int_0^\pi\frac{1-e^{-nx}\cos mx}{x}dx,\qquad B=\int_0^\pi\left(\frac1{\sinh s}-\frac1x\right)dx, \tag{11}$$

$$C=\int_0^\pi\left(\frac{e^{-nx}}x-\frac{e^{-ns}}{\sinh s}\right)\cos mx\,dx. \tag{12}$$

$A$ is the continuum with a cutoff in wavenumber, $B$ corrects the cutoff to the lattice, and $C$ will be shown to vanish at large $d$.

**The piece $A$.** Let $z=n-im$, so that $|z|=d$ and $\mathrm{Re}\,e^{-zx}=e^{-nx}\cos mx$. With $x=\pi t$ and $w=\pi z$, $A=\mathrm{Re}\,F(w)$, where

$$F(w)=\int_0^1\frac{1-e^{-wt}}t\,dt,\qquad F'(w)=\frac{1-e^{-w}}w. \tag{13}$$

Let $E_1(w)=\int_0^\infty e^{-w-u}/(w+u)\,du$, whose derivative is $-e^{-w}/w$. Then $F$ and $\ln w+E_1$ have the same derivative, and they differ by the constant $F(1)-E_1(1)$. To identify it, put $v=1-t/N$ in $H_N=\int_0^1(1-v^N)/(1-v)\,dv$:

$$H_N-\ln N=\int_0^1\frac{1-(1-t/N)^N}{t}dt-\int_1^N\frac{(1-t/N)^N}{t}dt. \tag{14}$$

As $N\to\infty$, $(1-t/N)^N\to e^{-t}$ and the right side tends to $F(1)-E_1(1)$. The constant is therefore $\gamma$. Since $|w+u|\ge|w|$ when $\mathrm{Re}\,w\ge0$,

$$A=\ln(\pi d)+\gamma+\epsilon,\qquad |\epsilon|\le\frac{e^{-\pi n}}{\pi d}. \tag{15}$$

**The piece $B$.** Put $c=\cos(x/2)$, so $dx=-2\,dc/\sigma$. From (7), with $\sigma^2=1-c^2$,

$$\int_\varepsilon^\pi\frac{dx}{\sinh s}=\int_0^{\cos(\varepsilon/2)}\frac{dc}{(1-c^2)\sqrt{2-c^2}}. \tag{16}$$

Now let $c=\sqrt2\sin t$. Then $dc=\sqrt2\cos t\,dt$ cancels the root, and $1-c^2=\cos2t$. The integrand $1/\cos2t$ is the derivative of $\mathrm{artanh}(\tan t)$, because $\sec^2t/(1-\tan^2t)=1/\cos2t$. At the upper limit $\tan t=c/\sqrt{2-c^2}$, which equals

$$p=\sqrt{\frac{1-\sigma_\varepsilon^2}{1+\sigma_\varepsilon^2}},\qquad\sigma_\varepsilon=\sin\frac\varepsilon2,\qquad 1-p^2=\frac{2\sigma_\varepsilon^2}{1+\sigma_\varepsilon^2}. \tag{17}$$

Since $\mathrm{artanh}\,p=\frac12\ln[(1+p)^2/(1-p^2)]$, and $p\to1$, $\sigma_\varepsilon\to\varepsilon/2$,

$$\int_\varepsilon^\pi\frac{dx}{\sinh s}\to\frac12\ln\frac{4}{\varepsilon^2/2}=\tfrac32\ln2-\ln\varepsilon. \tag{18}$$

Subtracting $\int_\varepsilon^\pi dx/x=\ln\pi-\ln\varepsilon$ removes the divergence:

$$B=\tfrac32\ln2-\ln\pi. \tag{19}$$

Direct quadrature of $B$ gives $-0.105009$, as does (19). In $A+B$ the arbitrary cutoff $\pi$ cancels, leaving $\ln d+\gamma+\frac32\ln2$.

## A bound on the remainder

Differentiating (7) gives

$$s'=\frac{\cos(x/2)}{\sqrt{1+\sigma^2}}=\sqrt{\frac{1-\sigma^2}{1+\sigma^2}}. \tag{20}$$

Three facts follow. First, $1-\sigma^2\le s'\le1$, because $(1-\sigma^2)(1+\sigma^2)\le1$. With $\sigma\le x/2$, integration gives $0\le x-s\le x^3/12$. Second, $s'$ decreases with $x$, so $s$ is concave and lies above its chord: $s\ge\kappa x$, with $\kappa=2\,\mathrm{arsinh}(1)/\pi=0.5611$. Third,

$$\left|\frac1{\sinh s}-\frac1x\right|\le\frac x8. \tag{21}$$

For the lower side of (21), $1/\sqrt{1+\sigma^2}\ge1-\sigma^2/2$ gives $1/\sinh s\ge1/(2\sigma)-\sigma/4\ge1/x-x/8$. For the upper side, $1/\sinh s\le1/(2\sigma)$ and $2\sigma\ge x(1-x^2/24)$, so the excess over $1/x$ is at most $x/(24-x^2)$, which is below $x/8$ on the interval.

Write the bracket in (12) as $e^{-ns}(1/x-1/\sinh s)-(e^{-ns}-e^{-nx})/x$. Because $e^{-ns}-e^{-nx}\le n(x-s)e^{-ns}$,

$$|C|\le\int_0^\infty e^{-n\kappa x}\left(\frac x8+\frac{nx^2}{12}\right)dx=\frac1{n^2}\left(\frac1{8\kappa^2}+\frac1{6\kappa^3}\right). \tag{22}$$

The bracket on the right is 1.341. With $n^2\ge d^2/2$, this proves (3) uniformly in direction. The bound is generous; the actual error is found next.

## The first trace of the lattice

Expanding (7) for small $x$ gives $s=x-x^3/12+\dots$ and $1/\sinh s=1/x-x/12+\dots$. Hence

$$\frac{e^{-nx}}x-\frac{e^{-ns}}{\sinh s}=e^{-nx}\left(\frac x{12}-\frac{nx^2}{12}\right)+\dots \tag{23}$$

The omitted terms are bounded by a constant times $e^{-n\kappa x}(x^3+nx^4+n^2x^5)$, and each integrates to order $n^{-4}$. Extending the upper limit to infinity costs an exponentially small amount. With $\int_0^\infty xe^{-zx}dx=1/z^2$ and $\int_0^\infty x^2e^{-zx}dx=2/z^3$,

$$C=\frac1{12}\mathrm{Re}\,\frac{z-2n}{z^3}+O(d^{-4})=-\frac1{12}\mathrm{Re}\,\frac{\bar z}{z^3}+O(d^{-4}), \tag{24}$$

since $z-2n=-(n+im)=-\bar z$. Multiplying top and bottom by $\bar z^3$ gives $\bar z^4/d^6$, whose real part is $\cos4\phi/d^2$, with $\phi$ the angle from a lattice axis. Therefore

$$r=\frac1\pi\left[\ln d+\gamma+\tfrac32\ln2-\frac{\cos4\phi}{12d^2}\right]+O(d^{-4}). \tag{25}$$

The fourfold angle is the lowest one that a square lattice allows beyond isotropy. The logarithmic law is too high along an axis and too low along a diagonal. At $(0,1)$ it gives 0.514687 against the exact 0.5, an error of 2.9 percent of the exact value. At $(1,1)$ it gives 0.625005 against 0.636620, now with the opposite sign. At $(0,10)$ the excess is 0.000271, while (25) predicts $1/(1200\pi)=0.000265$. At $d=0$ the true resistance is zero and (3) has no meaning.

## The diagonal as an independent case

For $m=n$ put $x=u+v$ and $y=u-v$. Then $\cos x+\cos y=2\cos u\cos v$ and $n(x+y)=2nu$. Letting $u$ and $v$ each run over a full period covers the original zone twice and evenly, so the average in (6) is unchanged. Formula (9) with $n=0$ and $\cosh s=1/|\cos u|$ gives the average of $1/(1-\cos u\cos v)$ over $v$ as $1/|\sin u|$. With $1-\cos2nu=2\sin^2nu$,

$$r(n,n)=\frac1\pi\int_0^\pi\frac{\sin^2nu}{\sin u}du=\frac2\pi\sum_{k=1}^n\frac1{2k-1}. \tag{26}$$

The sum follows from $\sin^2ku-\sin^2(k-1)u=\sin(2k-1)u\,\sin u$ and $\int_0^\pi\sin(2k-1)u\,du=2/(2k-1)$. The odd reciprocals add to $H_{2n}-\frac12H_n$, which tends to $\frac12\ln n+\ln2+\frac12\gamma$. So $\pi r\to\ln n+2\ln2+\gamma$, and $n=d/\sqrt2$ turns $2\ln2$ into $\frac32\ln2$. The constant in (3) is recovered without the split into $A$, $B$ and $C$.

## Several taps

Let $g$ be the potential per unit current of one source on the periodic grid, with a uniform return current that cancels when all currents add to zero. Then $R(\mathbf r)=2[g(0)-g(\mathbf r)]$, and for such currents $I_j$

$$V_{\mathbf a}=\sum_jI_jg(\mathbf a-\mathbf r_j)=-\frac12\sum_jI_jR(\mathbf a-\mathbf r_j). \tag{27}$$

Place a load at the centre of four taps related by quarter turns, each at distance $d$. Symmetry makes each tap carry a quarter of the current. With $+I$ at the load and $-I/4$ at each tap, the load potential is $IR(d)/2$. A tap has $-IR(d)/2$ from the load and $I/8$ times the resistances to the other three taps, two at distance $\sqrt2d$ and one at $2d$. The effective resistance is

$$R_4=R(d)-\tfrac18\left[2R(\sqrt2d)+R(2d)\right], \tag{28}$$

where each argument stands for the actual lattice vector. Inserting (3), with $C_0=\gamma+\frac32\ln2$,

$$R_4\simeq\frac R\pi\left[\tfrac58(\ln d+C_0)-\tfrac14\ln2\right]. \tag{29}$$

## A ruthenium mesh

Take a mesh of ruthenium lines with rough typical values: line resistivity 15 µΩ cm, which is 150 Ω nm, width 20 nm, thickness 40 nm and pitch 200 nm. One segment has

$$R=\frac{150\times200}{20\times40}\ \Omega=37.5\ \Omega. \tag{30}$$

A load and a tap 12 columns and 16 rows apart have $d=20$, or 4000 nm. With $\ln20=2.9957$ and $C_0=1.6169$,

$$R(12,16)\simeq\frac{37.5}{\pi}(2.9957+1.6169)\ \Omega=55.06\ \Omega. \tag{31}$$

The exact grid value agrees to these digits. A current of 10 µA drops 0.55 mV. Although the nodes are 20 spacings apart, the resistance is below that of two segments in series, because the current spreads over many paths. Doubling the distance adds $(R/\pi)\ln2=8.3$ Ω. In the language of (2), $\ell=e^{-C_0}\approx0.20$ spacing, or about 40 nm: each node acts at long range like a small contact of that radius on a continuous sheet.

The source alone sends a quarter of the current into each of its four segments. The sink adds a flow of order $I/(2\pi d)$, under one percent of $I$. On a finite sheet of 201 nodes per side the busiest segment carries 25.7 percent, or 0.32 MA/cm².

Real power meshes depart from the model in several ways, and the four resistive changes listed below matter more than the error of (3), which is 0.002 Ω here. The following changes are made one at a time, with the other inputs held fixed:

- **More taps.** Four taps at the same distance lower the resistance to 32.3 Ω, by (28) and also by solving the 201-node sheet. This is the largest change in this list, and real meshes have many taps.
- **Vias.** Lines in the two directions lie in different layers. A 15 Ω via at each crossing, with both terminals in one layer, adds 8.5 Ω. Going from 101 to 201 nodes per side moves this by less than 0.001 Ω. The via value omits interface resistance, which would raise it.
- **Heating.** With a rough bulk resistivity of 7 µΩ cm and temperature coefficient of 0.004 per K, 80 K of heating adds 2.24 µΩ cm if the remaining resistivity stays fixed. That is 15 percent, or 8.2 Ω.
- **Edges.** Insulating edges of a 201-node square sheet, with the pair centred, add 0.2 Ω.
- **Inductance.** The self-reactance of a segment at 5 GHz is about 0.003 Ω, small beside 37.5 Ω. Coupling between segments is left out of this figure and dominates the path as a whole: for a thin sheet in free space the reactance between the nodes is about $\omega\mu_0D/(2\pi)\approx0.025$ Ω, with $D=4000$ nm. This is larger than the error of (3), but it is in quadrature with the 55 Ω and changes the magnitude of the impedance by less than $10^{-5}$ Ω. Capacitance is also outside the model and matters more at this frequency: a rough 0.1 to 0.2 fF per µm of line to ground gives a reactance of about $-0.2$ to $-0.3$ Ω and lowers the magnitude by 0.04 to 0.09 Ω.

Equal layers are a further idealization. If the segments have resistances $R_x$ and $R_y$, the continuum equation is $-(R_x^{-1}\partial_x^2+R_y^{-1}\partial_y^2)V=I\delta(x)\delta(y)$. Setting $X=x\sqrt{R_x}$ and $Y=y\sqrt{R_y}$ restores isotropy and multiplies the source by $\sqrt{R_xR_y}$. The coefficient of $\ln d$ becomes $\sqrt{R_xR_y}/\pi$, so doubling $R_y$ at fixed $R_x$ raises it by a factor $\sqrt2$. The constant then changes too, and depends on direction. Scatter in line width is not estimated here. The remaining figures are in the numerical output.

## Values computed for the example and the checks

```
GENERAL RESULTS (resistances in units of R)
gamma + 1.5 ln 2                  1.616936
same constant from diagonal sum   1.616936
constant integral, quadrature     -0.105009
1.5 ln 2 - ln pi                  -0.105009
slope c in s >= c x               0.5611
error-bound coefficient           1.341
R(4,2) single integral            0.991924
R(4,2) open sheets, extrapolated  0.991924
R(4,2) periodic, extrapolated     0.991924
columns rows  exact  asymptotic  difference
  0   1  0.500000  0.514687  +0.014687
  1   1  0.636620  0.625005  -0.011615
  0   2  0.726760  0.735322  +0.008562
  3   4  1.027887  1.026987  -0.000901
  0  10  1.247351  1.247622  +0.000271
 12  16  1.468314  1.468258  -0.000056
RUTHENIUM MESH (rough typical inputs)
line resistivity          15.0 microohm cm
width, thickness, pitch   20, 40, 200 nm
columns, rows, d          12, 16, 20 spacings
distance                  4000 nm
current                   10.0 microampere
segment resistance R      37.50 ohm
ln d                      2.9957
asymptotic resistance     55.0597 ohm
with angular correction   55.0618 ohm
exact grid resistance     55.0618 ohm
voltage drop              0.5506 mV
added by doubling d       8.274 ohm
NEGLECTED EFFECTS
sheet side, 201 nodes     40200 nm
edges add                 +0.203 ohm
one via                   15.00 ohm
vias add, 201-node side   +8.530 ohm
shift from 101-node side  -0.0003 ohm
four taps, exact grid     32.346 ohm
four taps, asymptotic     32.344 ohm
four taps, 201-node sheet 32.346 ohm
bulk resistivity          7.0 microohm cm
bulk temp. coefficient    0.004 per K
heating                   80 K
heating adds              14.9 percent
which is                  8.22 ohm
frequency                 5.0 GHz
segment reactance         0.00301 ohm
busiest segment carries   25.7 percent of current
its current density       0.321 MA/cm2
```
